\section*{Linear Magnetoresistance from Weak Density Fluctuations in Three Dimensions}

\section{Result}

A three-dimensional conductor has carrier density $n(\mathbf r)=\bar n[1+\delta(\mathbf r)]$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\Delta^2\ll1$. The fluctuations are statistically isotropic, the mobility $\mu$ is uniform, and a field $B$ points along $z$. Define
\begin{equation}
\beta=\mu B,\qquad \rho_0=\frac{1}{\bar n e\mu},\qquad \sigma_0=\frac1{\rho_0}.
\end{equation}
To second order in the fluctuations, at fixed $\beta$, the transverse resistivity is
\begin{equation}
\frac{\rho_{xx}}{\rho_0}=1+\Delta^2A(\beta),\qquad
A=\frac{1+\beta^2}{2\beta^2}\left[(1+\beta^2)\frac{\arctan\beta}{\beta}-1\right].
\label{eq:result}
\end{equation}
For $\beta\gg1$, $A\simeq\pi\beta/4$. This is Herring's perturbative result: a resistivity linear in $B$, although the uniform conductor, taken here with one band and a single relaxation time, has no transverse magnetoresistance. The linear law holds in the window
\begin{equation}
1\ll\beta\ll\frac{4}{\pi\Delta^2},
\label{eq:window}
\end{equation}
where the field-dependent part is still small compared with $\rho_0$. The derivation does not establish linearity at arbitrarily high field.

\section{Local law and assumptions}

For electrons of charge $-e$, mass $m$ and relaxation time $\tau$, steady force balance reads $-e(\mathbf E+\mathbf v\times\mathbf B)-m\mathbf v/\tau=0$. With $\mathbf J=-ne\mathbf v$ and $\mu=e\tau/m$,
\begin{equation}
\mathbf E=\frac{1}{ne\mu}\mathbf J+\frac{1}{ne}\,\mathbf J\times\mathbf B .
\end{equation}
At $n=\bar n$ this is $\mathbf E=\rho_0M\mathbf J$. Writing $S=M^{-1}$,
\begin{equation}
M=\begin{pmatrix}1&\beta&0\\-\beta&1&0\\0&0&1\end{pmatrix},\qquad
S=\begin{pmatrix}a&-h&0\\h&a&0\\0&0&1\end{pmatrix},
\end{equation}
with $a=1/(1+\beta^2)$ and $h=\beta/(1+\beta^2)$. Both terms of the resistivity are proportional to $1/n$, so the whole local conductivity tensor is proportional to $n$:
\begin{equation}
\mathbf J(\mathbf r)=\sigma_0[1+\delta(\mathbf r)]\,S\,\mathbf E(\mathbf r).
\end{equation}

Here $\mathbf E$ is the electrochemical field, which includes the drive for diffusion and is curl-free. A local law requires fluctuations that are long compared with the mean free path. Landau quantization is neglected. Angle brackets denote averages over a large sample, and the effective resistivity is defined by $\langle\mathbf E\rangle=\rho\langle\mathbf J\rangle$.

\section{The first-order potential}

Write $\mathbf E=\mathbf E_0-\nabla\phi$, with $\mathbf E_0=\langle\mathbf E\rangle$ and $\langle\nabla\phi\rangle=0$. Charge conservation, $\nabla\cdot\mathbf J=0$, gives
\begin{equation}
\sigma_0\nabla\cdot S\nabla\phi
=\sigma_0\nabla\cdot(\delta\,S\mathbf E_0)-\sigma_0\nabla\cdot(\delta\,S\nabla\phi).
\end{equation}
Since $\phi$ is itself of first order, the last term is of second order and is dropped. With the uniform vector $\bar{\mathbf J}=\sigma_0S\mathbf E_0$,
\begin{equation}
\sigma_0\nabla\cdot S\nabla\phi=\bar{\mathbf J}\cdot\nabla\delta .
\label{eq:first}
\end{equation}
On the left, the antisymmetric Hall part of $S$ is contracted with the symmetric $\partial_i\partial_j\phi$ and vanishes. It survives in $\bar{\mathbf J}$.

\subsection*{The anisotropic Green function}

Define $G$ by $-\sigma_0\nabla\cdot S\nabla G=\delta^3(\mathbf r)$, that is,
\begin{equation}
-\sigma_0\left[a(\partial_x^2+\partial_y^2)+\partial_z^2\right]G=\delta^3(\mathbf r).
\end{equation}
Set $x=\sqrt a\,X$, $y=\sqrt a\,Y$, $z=Z$. The operator becomes the ordinary Laplacian. Each transverse delta function contributes a factor $1/\sqrt a$, so
\begin{equation}
-\sigma_0\nabla_{\mathbf X}^2G=\frac1a\,\delta^3(\mathbf X)
\quad\Longrightarrow\quad
G=\frac{1}{4\pi\sigma_0a|\mathbf X|}.
\end{equation}
Returning to the original coordinates,
\begin{equation}
G=\frac{1+\beta^2}{4\pi\sigma_0R},\qquad R^2=(1+\beta^2)(x^2+y^2)+z^2 .
\label{eq:G}
\end{equation}
The surfaces of constant $G$ are ellipsoids stretched along $\mathbf B$ by $\sqrt{1+\beta^2}$, because current spreads easily along the field and poorly across it.

The right side of \eqref{eq:first} has the opposite sign to the source defining $G$. Hence
\begin{equation}
\phi(\mathbf r)=-\int G(\mathbf r-\mathbf r')\,\bar J_j\,\partial'_j\delta(\mathbf r')\,d^3r' ,
\label{eq:phi}
\end{equation}
with summation over repeated indices.

\section{From the potential to the resistivity}

Average the local law. The terms linear in $\delta$ or $\nabla\phi$ alone vanish, leaving
\begin{equation}
\langle\mathbf J\rangle=\sigma_0S\mathbf E_0-\sigma_0S\langle\delta\nabla\phi\rangle .
\end{equation}
Multiplication by $\rho_0M$ gives
\begin{equation}
\mathbf E_0=\rho_0M\langle\mathbf J\rangle+\langle\delta\nabla\phi\rangle .
\label{eq:mean}
\end{equation}
The last term is an extra mean field needed to drive the same mean current.

Let $C(\mathbf s)=\langle\delta(\mathbf r)\delta(\mathbf r')\rangle$ with $\mathbf s=\mathbf r-\mathbf r'$. A derivative with respect to $\mathbf r'$ is minus one with respect to $\mathbf s$, so $\langle\delta(\mathbf r)\partial'_j\delta(\mathbf r')\rangle=-\partial_jC(\mathbf s)$. This sign cancels the one in \eqref{eq:phi}:
\begin{equation}
\langle\delta\,\partial_i\phi\rangle
=\bar J_j\int\partial_iG(\mathbf s)\,\partial_jC(\mathbf s)\,d^3s .
\end{equation}
Because $\bar{\mathbf J}$ and $\langle\mathbf J\rangle$ differ only at second order, replacing one by the other here changes nothing at the order kept. Thus
\begin{equation}
\Delta\rho_{ij}\equiv\rho_{ij}-\rho_0M_{ij}
=\int\partial_iG\,\partial_jC\,d^3s .
\label{eq:real}
\end{equation}

\subsection*{Transverse component}

For isotropic fluctuations $C=\Delta^2f(s)$, with $f(0)=1$ and $f(\infty)=0$. From \eqref{eq:G},
\begin{equation}
\partial_xG=-\frac{(1+\beta^2)^2x}{4\pi\sigma_0R^3},\qquad
\partial_xC=\Delta^2f'(s)\frac{x}{s}.
\end{equation}
Let $c$ be the cosine of the angle between $\mathbf s$ and $\mathbf B$. Then $R=s\sqrt q$, with
\begin{equation}
q=(1+\beta^2)(1-c^2)+c^2=1+\beta^2(1-c^2).
\end{equation}
The azimuthal integral of $x^2$ is $\pi s^2(1-c^2)$. All powers of $s$ cancel, since the volume element supplies $s^2$, the numerator $s^2$, and the denominator $s\cdot s^3$. Therefore
\begin{equation}
\frac{\Delta\rho_{xx}}{\rho_0}
=\Delta^2\left[-\int_0^\infty f'\,ds\right]
\frac{(1+\beta^2)^2}{4}\int_{-1}^{1}\frac{1-c^2}{q^{3/2}}\,dc .
\end{equation}
The bracket equals $f(0)-f(\infty)=1$, so neither the correlation length nor the shape of $f$ matters.

For the angular integral use $1-c^2=(q-1)/\beta^2$ and the two elementary integrals
\begin{align}
\int_{-1}^{1}\frac{dc}{q^{1/2}}&=\frac2\beta\arcsin\frac{\beta}{\sqrt{1+\beta^2}}=\frac{2\arctan\beta}{\beta},\\
\int_{-1}^{1}\frac{dc}{q^{3/2}}&=\left[\frac{c}{(1+\beta^2)\sqrt q}\right]_{-1}^{1}=\frac{2}{1+\beta^2}.
\end{align}
They give
\begin{equation}
A=\frac{(1+\beta^2)^2}{2\beta^2}\left[\frac{\arctan\beta}{\beta}-\frac1{1+\beta^2}\right],
\end{equation}
which is \eqref{eq:result} after one factor $1+\beta^2$ is taken inside. Direct quadrature of \eqref{eq:real} at $\beta=6$ gives 3.94058 for both a Gaussian and an exponential correlation, in agreement with the closed formula.

\subsection*{Longitudinal and Hall components}

For current along $\mathbf B$, $\partial_zG=-(1+\beta^2)z/(4\pi\sigma_0R^3)$ has one factor $1+\beta^2$ fewer. The azimuthal integral is now $2\pi$. With $c^2=(1+\beta^2-q)/\beta^2$, $\Delta\rho_{zz}/\rho_0=\Delta^2L$, where
\begin{equation}
L=\frac{1+\beta^2}{2}\int_{-1}^{1}\frac{c^2}{q^{3/2}}dc
=\frac{1+\beta^2}{\beta^2}\left(1-\frac{\arctan\beta}{\beta}\right).
\end{equation}
This rises from $1/3$ to $1$ and saturates. The off-diagonal components of \eqref{eq:real} vanish on azimuthal integration. At this order the Hall resistivity therefore remains $B/(\bar ne)$ and measures the mean density.

\section{Low and high field}

For small $\beta$, $\arctan\beta/\beta=1-\beta^2/3+\beta^4/5-\cdots$. The square bracket in \eqref{eq:result} becomes $2\beta^2/3-2\beta^4/15+\cdots$, and
\begin{equation}
A=(1+\beta^2)\left(\frac13-\frac{\beta^2}{15}+\cdots\right)
=\frac13+\frac{4}{15}\beta^2+\cdots .
\end{equation}
The magnetoresistance starts quadratically, as an analytic function even in $B$ must.

For large $\beta$, $\arctan\beta=\pi/2-1/\beta+1/(3\beta^3)-\cdots$. The square bracket is $\pi\beta/2-2+\pi/(2\beta)+O(\beta^{-2})$. Multiplying by $(1+\beta^{-2})/2$,
\begin{equation}
A=\frac{\pi\beta}{4}-1+\frac{\pi}{2\beta}+O(\beta^{-2}).
\label{eq:large}
\end{equation}
The slope of the resistivity is then
\begin{equation}
\frac{d\rho_{xx}}{dB}\to\frac\pi4\Delta^2\mu\rho_0=\frac{\pi\Delta^2}{4\bar ne}.
\label{eq:slope}
\end{equation}
The mobility cancels. In the window, the linear part of $\rho_{xx}$ is the fraction $\pi\Delta^2/4$ of the Hall resistivity.

\section{Why the power is one}

In Fourier space, $G_{\mathbf k}=1/(\sigma_0\,\mathbf k\cdot S\mathbf k)$, and the two gradients in \eqref{eq:real} give $(ik_i)(-ik_j)=k_ik_j$. The spectrum is normalized by $\int C_{\mathbf k}\,d^3k/(2\pi)^3=\Delta^2$. For an isotropic spectrum,
\begin{equation}
\frac{\Delta\rho_{ij}}{\rho_0}=\Delta^2K_{ij},\qquad
K_{ij}=\left\langle\frac{\hat k_i\hat k_j}{\hat{\mathbf k}\cdot S\hat{\mathbf k}}\right\rangle_{\hat{\mathbf k}},
\end{equation}
and $K=\mathrm{diag}(A,A,L)$. Now let $c=\hat k_z$. Since $\hat{\mathbf k}\cdot S\hat{\mathbf k}=(1+\beta^2c^2)/(1+\beta^2)$,
\begin{equation}
A=\frac{1+\beta^2}{2}\int_0^1\frac{1-c^2}{1+\beta^2c^2}\,dc .
\end{equation}
Wavevectors nearly perpendicular to $\mathbf B$, with $|c|\lesssim1/\beta$, have a weight of order $\beta^2/2$. Their effective range is $\int_0^\infty dc/(1+\beta^2c^2)=\pi/(2\beta)$. The product is $\pi\beta/4$. For other directions, current along $\mathbf B$ relaxes the charge imbalance and suppresses the response.

Two consequences follow. The sample must resolve this narrow range of directions, so its length along $\mathbf B$ must be several times $\beta$ correlation lengths for the formula to apply. And if all fluctuations are columnar, $k_z=0$, with isotropy in the plane, every wavevector has the full weight and $A$ is replaced by $(1+\beta^2)/2$. The rise is then quadratic at this order, which in this geometry requires $\Delta\beta\ll1$, a stricter condition than \eqref{eq:window}. Direct solutions give 5.00 and 18.50 at $\beta=3$ and 6, as this formula requires.

\section{Which fluctuation matters}

Suppose instead that the density is uniform and only the mobility varies, with $1/\mu(\mathbf r)=(1-\eta)/\mu$ and $\langle\eta\rangle=0$. The Hall term $B/(ne)$ is then uniform, and the local resistivity is $\rho_0(M-\eta)$. Its inverse is
\begin{equation}
\sigma=\sigma_0(S+\eta S^2+\eta^2S^3+\cdots).
\end{equation}
The first-order potential obeys $\nabla\cdot S\nabla\phi=\nabla\cdot(\eta S^2\mathbf E_0)$, so
\begin{equation}
(\nabla\phi)_{\mathbf k}=\eta_{\mathbf k}\,
\frac{\mathbf k\,(\mathbf k\cdot S^2\mathbf E_0)}{\mathbf k\cdot S\mathbf k}.
\end{equation}
Averaging $\mathbf J=\sigma(\mathbf E_0-\nabla\phi)$ to second order yields
\begin{equation}
\langle\mathbf J\rangle=\sigma_0\left[S+\langle\eta^2\rangle(S^3-S^2KS^2)\right]\mathbf E_0 .
\end{equation}
The inverse of $S+X$ is $M-MXM$ to first order in $X$, and $MS=1$. Hence
\begin{equation}
\frac{\rho}{\rho_0}=M-\langle\eta^2\rangle S+\langle\eta^2\rangle SKS .
\end{equation}
Because $(SKS)_{xx}=A(a^2-h^2)$, the coefficient of $\langle\eta^2\rangle$ in $\rho_{xx}/\rho_0$ is
\begin{equation}
-\frac{1}{1+\beta^2}-\frac{(\beta^2-1)A}{(1+\beta^2)^2}\;\longrightarrow\;-\frac{\pi}{4\beta}.
\end{equation}
It vanishes at high field. At $\beta=12$ it is $-0.065$, and the direct solution agrees; density fluctuations of equal variance give about $+8.5$. At second order, the linear rise therefore requires the Hall resistivity to vary in space. Weak variation of the ohmic part alone does not produce it. Strong variation can: dilute inclusions whose ohmic resistivity is many times $\rho_0$, with the same Hall term, act like voids and give a linear rise while $\beta$ is small compared with that ratio.

\section{Where second order fails}

Small $\Delta^2$ is not sufficient at high field. Inverting the density result gives $\sigma_{\rm eff}/\sigma_0=S-\Delta^2SKS$, whose transverse diagonal element is
\begin{equation}
\frac{\sigma_{xx}}{\sigma_0}=a+\Delta^2A\,\frac{\beta^2-1}{(1+\beta^2)^2}
\simeq\frac1{\beta^2}\left(1+\frac{\pi\Delta^2\beta}{4}\right).
\end{equation}
The relative change is of order $\Delta^2\beta$, because the unperturbed element is itself only $1/\beta^2$. This small element limits the response of the wavevectors with $|c|\lesssim1/\beta$.

An estimate of the next correction replaces $a$ in the denominator by $a(1+x)$, with $x=\pi\Delta^2\beta/4$. The integral $\int dc/(a+c^2)$ scales as $a^{-1/2}$, so the rise is reduced by a relative amount of about $x/2$. Other terms of the same order have not been calculated, so this gives a scale, not a coefficient. If the distribution of $\delta$ is skewed, a cubic term can also appear; its size is not estimated here.

The full conduction equations were solved on a periodic grid without expanding in $\delta$, for one set of random phases and a spectrum chosen so that the cubic term is absent. For $\Delta=0.002$ the coefficients $A$ and $L$ agree with the formulas within the tested 2 per cent at $\beta=3$, 6 and 12. The largest difference, 0.2 per cent of $A$ at $\beta=12$, may come from the finite box length along $\mathbf B$; this was not tested separately.

For $\Delta=0.15$ the rise above $\rho_0$, divided by the second-order rise on the same grid, is 0.996 at $\beta=3$ and 0.93 at $\beta=12$. At the larger field $\Delta^2\beta=0.27$ and $x/2\approx0.11$, compared with an observed shortfall of 0.07. The sign and order of magnitude agree with the estimate there. At $\beta=3$ the same estimate would give 0.027, against an observed shortfall of only 0.004, so it is not reliable at moderate $\beta$. Two points do not establish a scaling law.

\section{A numerical case}

Take a model conductor with $\bar n=10^{22}\,\mathrm{m^{-3}}$, $\mu=2\,\mathrm{m^2/(V\,s)}$ and $\Delta=0.05$. SI units suit this problem, since $\mu B$ is then directly dimensionless. The uniform resistivity is
\begin{equation}
\rho_0=\frac{1}{\bar ne\mu}=3.12\times10^{-4}\,\Omega\,\mathrm m
=3.12\times10^{-2}\,\Omega\,\mathrm{cm}.
\end{equation}
At $B=10$ T, $\beta=20$ and $A=14.78$. Relative to $\rho_0$, the rise above the zero-field resistivity is
\begin{equation}
\frac{\rho_{xx}(B)-\rho_{xx}(0)}{\rho_0}
=0.0025\,(14.78-0.33)=0.036 .
\end{equation}
A density variation of 5 per cent thus gives a magnetoresistance of 3.6 per cent. The approach to the linear law can be read from the local slope:

\begin{center}
\begin{tabular}{cccc}
$B$ (T) & $\beta$ & rise$/\rho_0$ & $(dA/d\beta)/(\pi/4)$\\
1 & 2 & 0.0019 & 0.78\\
2 & 4 & 0.0053 & 0.92\\
5 & 10 & 0.0167 & 0.98\\
10 & 20 & 0.0361 & 1.00\\
20 & 40 & 0.0753 & 1.00
\end{tabular}
\end{center}

Differentiating \eqref{eq:large} gives $1-2/\beta^2$ for the last column at large $\beta$, which explains the quick approach to one. The rise itself is not proportional to $B$ so early, because the asymptotic line has a negative intercept: from \eqref{eq:large} and $A(0)=1/3$, the rise is $\Delta^2(\pi\beta/4-4/3)$ up to terms that vanish at large $\beta$. At 10 T this is $0.03927-0.00333=0.0359$, close to the 0.0361 in the table.

The asymptotic slope is
\begin{equation}
\frac{\pi}{4}(0.0025)(2)\rho_0=0.00393\,\rho_0\ \text{per tesla}
=1.23\times10^{-6}\,\Omega\,\mathrm{m/T}.
\end{equation}
The Hall resistivity at 10 T is $6.24\times10^{-3}\,\Omega\,\mathrm m$, about 19 times $\rho_{xx}=3.24\times10^{-4}\,\Omega\,\mathrm m$. A small spatial variation of this large Hall term is enough to produce the rise.

The field scale in \eqref{eq:window} is $4/(\pi\Delta^2\mu)\approx255$ T. It is where the extrapolated linear term would equal $\rho_0$, not a sharp limit, and the second-order result requires fields well below it. At 20 T, $x=0.00393\times20=0.079$, so the estimate above suggests a higher-order correction of about 4 per cent of the rise. Landau quantization sets a further limit. For degenerate carriers in a single isotropic parabolic band, the ratio of the zero-field Fermi energy to the Landau-level spacing is $\hbar(3\pi^2\bar n)^{2/3}/(2eB)$, whatever the mass. Here it is 1.5 at 1 T and 0.15 at 10 T, so the table does not describe a cold, degenerate electron gas. The classical treatment needs $k_BT\gg\hbar eB/m$, which at 10 T means a temperature well above $13\,\mathrm K$ multiplied by the ratio of the free-electron mass to $m$: well above 580 K for $m=0.023\,m_e$ and 960 K for $m=0.014\,m_e$. Because the Fermi energy is then far below $k_BT$, the carriers are nondegenerate, and a relaxation time that depends on energy gives the uniform conductor a magnetoresistance of its own. For $\tau\propto E^{-1/2}$ it saturates at about 13 per cent, more than the 3.6 per cent found above. The table therefore illustrates the single-$\tau$ model and is not a prediction for a particular semiconductor. The remaining checks are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Green function flux at beta=6: 1.000000
A(6), real-space integral, Gaussian correlation: 3.94058
A(6), real-space integral, exponential correlation: 3.94058
A(6), closed formula: 3.94058
A(0), angular average: 0.33333
Grid solution, Delta = 0.002:
 beta=   3: A grid 1.7575, formula 1.7575; L grid 0.6485, formula 0.6485
 beta=   6: A grid 3.9406, formula 3.9406; L grid 0.7870, formula 0.7870
 beta=  12: A grid 8.5663, formula 8.5469; L grid 0.8818, formula 0.8821
Columnar, beta=3: grid 4.9999, (1+beta^2)/2 = 5.0000
Columnar, beta=6: grid 18.4986, (1+beta^2)/2 = 18.5000
Mobility only, beta=12: grid -0.0652, formula -0.0650
Delta=0.15, beta=3: Delta^2*beta=0.0675, rise / second-order rise = 0.9961
Delta=0.15, beta=12: Delta^2*beta=0.2700, rise / second-order rise = 0.9304
Example: nbar=1.0e+22 m^-3, mobility=2.0 m^2/(V s), Delta=0.05
rho0 = 3.12075e-04 ohm m = 3.12075e-02 ohm cm
rho_xx(0)/rho0 = 1.000833
B (T), beta, A, [rho_xx(B)-rho_xx(0)]/rho0, (dA/dbeta)/(pi/4):
   0.5   1.0   0.5708 0.000594 0.5465
   1.0   2.0   1.1049 0.001929 0.7773
   2.0   4.0   2.4622 0.005322 0.9176
   5.0  10.0   6.9985 0.016663 0.9831
  10.0  20.0  14.7833 0.036125 0.9954
  20.0  40.0  30.4544 0.075303 0.9988
Asymptotic slope / rho0 = 0.003927 per T
Asymptotic slope = 1.2255e-06 ohm m/T
rho_xx at 10 T = 3.23609e-04 ohm m
Hall resistivity at 10 T = 6.24151e-03 ohm m
Upper field scale 4/(pi Delta^2 mobility) = 254.6 T
\end{verbatim}
